# Pockels coefficients of free, clamped and bonded electro-optic crystals, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Two coefficients and what separates them

**Q.** A Pockels coefficient is supposed to describe a material. Why should one crystal have two values of it?

**A.** Because it is a partial derivative, and a partial derivative is not defined until we say what is held fixed. Let $B_{ij}$ be the relative optical impermeability, the inverse of the relative permittivity tensor at the optical frequency. I assume a lossless, non-magnetic crystal without optical activity, so that $B_{ij}$ is real and symmetric. Let $E_k$ be a slowly varying applied field, $S_{lm}$ the symmetric strain and $T_{lm}$ the stress. The linear response of $B_{ij}$ to the field can be defined in two ways:

$$r^T_{ijk}=\left(\frac{\partial B_{ij}}{\partial E_k}\right)_T ,\qquad r^S_{ijk}=\left(\frac{\partial B_{ij}}{\partial E_k}\right)_S .$$

The first belongs to a crystal that may deform without hindrance, the second to a crystal whose shape is held. Both derivatives are taken at $E=0$, $T=0$, where the crystal has its natural shape. From here on, $S$ means the change of strain from that shape.

**Q.** Nobody grips a crystal on all sides in an optical modulator. Who holds the strain fixed?

**A.** Inertia can do it, at first only on average. Take a thin bar of length $\ell$ along $x$ with free ends and electrodes on two opposite long faces, so that the field $E$ across the bar is the same at every $x$; it oscillates at angular frequency $\omega$. (With electrodes on the ends, the electric displacement would be uniform along the bar instead of the field, and the formula below would change.) Let $u(x)$ be the displacement, $\rho$ the density, $s$ the compliance along the bar at constant field and $d$ the strain per unit field at zero stress. The lengthwise strain is $u'=sT+dE$, so $T=(u'-dE)/s$. Since $E$ is uniform, its gradient vanishes, and Newton's law reads

$$-\rho\omega^2u=T'=\frac{u''}{s}.$$

The solution that is odd about the centre is $u=A\sin kx$ with $k=\omega\sqrt{\rho s}$. The ends carry no stress, so $u'(\pm\ell/2)=dE$, which gives $A=dE/[k\cos(k\ell/2)]$. The mean strain is the total elongation divided by the length:

$$\bar S=\frac{2u(\ell/2)}{\ell}=dE\,\frac{\tan X}{X},\qquad X=\frac{k\ell}{2}.$$

For $X\to0$ this is $dE$, the strain of the free crystal. For large $X$, away from the resonances where $\tan X$ diverges, it falls as $1/X$. The average lengthwise strain is then suppressed although nothing grips the bar. The local strain need not be small: without damping, standing waves fill the bar, and their positive and negative strains largely cancel in the mean. If damping makes the waves die out close to the ends, the lengthwise strain in the interior is suppressed locally as well. That is not yet the clamped state, because the bar still deforms across its width and thickness. The mean strains across the thin bar are also suppressed away from resonances, but only at higher frequencies, because the relevant length is shorter. The field must still vary slowly compared with the lattice vibrations, so that the ions follow it.

**Q.** Suppose the crystal is free. The field strains it, the strain alters the polarization, and the polarization alters the index. If you add a strain contribution to the clamped coefficient, how do you avoid counting some of this twice?

**A.** By choosing independent variables and keeping to them. At fixed temperature, a field and a strain together determine the state of the crystal, including its polarization and its optical properties. So $B_{ij}$ is a function of $E$ and $S$, and its differential is

$$dB_{ij}=\left(\frac{\partial B_{ij}}{\partial E_k}\right)_S dE_k+\left(\frac{\partial B_{ij}}{\partial S_{lm}}\right)_E dS_{lm}
= r^S_{ijk}\,dE_k+p^E_{ijlm}\,dS_{lm}.$$

Repeated indices are summed, and $l$, $m$ each run from 1 to 3. The second derivative defines the photoelastic tensor $p^E_{ijlm}$, and its superscript is essential. It is the change of $B$ when the crystal is strained with the field held constant, for instance between short-circuited electrodes. Whatever the polarization does in response to strain at constant field is inside $p^E$. Whatever it does in response to field at constant strain is inside $r^S$. Each effect has one place.

**Q.** You have treated the strain as free to choose. In the free crystal it is not; the field sets it.

**A.** That is the second relation we need. With $E$ and $T$ as variables, the strain obeys

$$dS_{lm}=s^E_{lmno}\,dT_{no}+d_{klm}\,dE_k ,\qquad d_{klm}=\left(\frac{\partial S_{lm}}{\partial E_k}\right)_T .$$

Here $s^E$ is the elastic compliance at constant field and $d$ is the converse piezoelectric tensor. In the free crystal $dT_{no}=0$ for every component, so $dS_{lm}=d_{klm}dE_k$. Inserting this in the differential of $B$ gives

$$dB_{ij}=\left(r^S_{ijk}+p^E_{ijlm}d_{klm}\right)dE_k .$$

This change was made at constant stress, so by definition it is also $r^T_{ijk}dE_k$. The three field components are independent, and the coefficients must therefore agree one by one:

$$\boxed{\,r^T_{ijk}-r^S_{ijk}=p^E_{ijlm}\,d_{klm}\,}$$

**Q.** Could stress not act on the optical properties directly, besides acting through strain?

**A.** Not as a separate term. Once $E$ and $S$ are given, the stress is fixed too, so it is not a further variable. One may replace $S$ by $T$ and write $dB=r^T dE+\pi\,dT$, with $\pi$ the piezo-optic tensor. At constant field $dS=s^E dT$, so $\pi=p^E s^E$. This is the same information in other variables, and adding $\pi\,dT$ to $p^E dS$ would count it twice.

**Q.** Converse piezoelectric data may be missing. May I use the charge produced by stress instead, and with which sign?

**A.** You may, with the same sign. Let $F$ be the free energy per volume, with $dF=T_{lm}dS_{lm}+E_kdP_k$ at constant temperature. Here $F$ is counted per original volume, and $P$ is the polarization counted as charge per original area of a face that moves with the material. In a crystal with spontaneous polarization, this changes differently under strain from the dipole moment per current volume, so $P$ and $D$ keep this meaning throughout. Define $G=F-T_{lm}S_{lm}-E_kP_k$. The product rule gives

$$dG=-S_{lm}\,dT_{lm}-P_k\,dE_k .$$

The mixed second derivatives of $G$ do not depend on the order of differentiation. Both first derivatives carry a minus sign, which cancels:

$$\left(\frac{\partial S_{lm}}{\partial E_k}\right)_T=\left(\frac{\partial P_k}{\partial T_{lm}}\right)_E=d_{klm}.$$

Tensile stress is counted positive here. The optical identity itself did not need this relation; it needed the definition of $d$ and the chain rule.

**Q.** Tables use two indices in place of four. Where do the factors of two go?

**A.** Number the pairs 11, 22, 33, 23, 13, 12 from 1 to 6. The contraction over $l$ and $m$ has nine terms, and each shear pair occurs twice. For the pair 23,

$$p_{ij23}d_{k23}+p_{ij32}d_{k32}=2p_{ij23}d_{k23},$$

because both tensors are symmetric in $l$ and $m$. The usual convention puts this two into the strain: $S_4=2S_{23}$, and hence $d_{k4}=2d_{k23}$, and likewise for 5 and 6. The components of $p$ and $r$ carry no factor. So

$$r^T_{mk}-r^S_{mk}=\sum_{n=1}^{6}p^E_{mn}d_{kn}.$$

In matrix form the right side is $p^Ed^{\,t}$, where $t$ denotes the transpose. A further two in the shear terms would be an error.

**Q.** A sheared body may also turn. Rotation changes the components of $B$ in a birefringent crystal, yet your strain is symmetric and knows nothing of rotation.

**A.** True, and so the identity has to be read in axes that turn with the material. A small displacement gradient $\partial u_i/\partial x_j$ splits into the symmetric strain and an antisymmetric rotation. The strain is a property of the deformation of the crystal; the rotation of a free crystal depends on how it is mounted. In axes attached to the material the rotation drops out. In laboratory axes it must be added, and we shall need it for a film.

**Q.** Suppose my photoelastic constants were measured on an electrically isolated crystal. Does it matter?

**A.** It can matter a great deal. In the extreme case all components of the electric displacement $D=\varepsilon_0E+P$ are held fixed, and straining the crystal then creates a field. To find it, write the displacement as a function of $E$ and $S$, in Voigt form:

$$dD=\varepsilon^S dE+e\,dS,\qquad e_{kn}=\left(\frac{\partial P_k}{\partial S_n}\right)_E .$$

Here $\varepsilon^S$ is the permittivity at constant strain, and the $\varepsilon_0E$ part of $D$ does not contribute to $e$ because $E$ is constant in that derivative. Setting $dD=0$ gives $dE=-(\varepsilon^S)^{-1}e\,dS$. Put this into $dB=r^SdE+p^EdS$:

$$dB=\left[p^E-r^S(\varepsilon^S)^{-1}e\right]dS ,\qquad p^D=p^E-r^S(\varepsilon^S)^{-1}e .$$

The constant-$D$ tensor thus contains an electro-optic part caused by the field that the strain creates. A plane acoustic wave in an insulator fixes the component of $D$ along its direction of travel, not necessarily all three, so its effective tensor may be mixed.

**Q.** How large an error do I make if I insert $p^D$ in your identity?

**A.** We need one more relation. In the free crystal $dS=d^{\,t}dE$, so $dD=(\varepsilon^S+e\,d^{\,t})dE$. The bracket is the permittivity at constant stress:

$$\varepsilon^T-\varepsilon^S=e\,d^{\,t}.$$

Now form the mistaken sum:

$$r^S+p^Dd^{\,t}=r^S+p^Ed^{\,t}-r^S(\varepsilon^S)^{-1}e\,d^{\,t}
=r^T-r^S(\varepsilon^S)^{-1}(\varepsilon^T-\varepsilon^S).$$

The error is the clamped coefficient times the relative change of permittivity between the two mechanical conditions. Relative to $r^S$, it is small in a weakly piezoelectric crystal and substantial in a strongly piezoelectric one.

**Q.** Then data at constant $D$ are of no use?

**A.** They are useful if the electrical variable is changed consistently. Solve the last equation for $r^T$ and collect the terms in $r^S$. Since $1+(\varepsilon^S)^{-1}(\varepsilon^T-\varepsilon^S)=(\varepsilon^S)^{-1}\varepsilon^T$,

$$r^T=r^S(\varepsilon^S)^{-1}\varepsilon^T+p^Dd^{\,t}.$$

The first term says that a free crystal acquires more displacement per unit field than a clamped one. With $D$ as variable this gain belongs to the electrical term; with $E$ as variable it is hidden in $p^E$.

**Q.** The free permittivity exceeds the clamped one. Must the free Pockels coefficient also exceed the clamped one?

**A.** No. At constant field $dP=d\,dT=d\,C^EdS$, where $C^E$ is the stiffness at constant field, so $e=d\,C^E$. Then

$$\varepsilon^T-\varepsilon^S=d\,C^Ed^{\,t}.$$

Each diagonal element is twice the elastic energy density of a strain equal to one row of $d$, per unit field squared. It cannot be negative in an elastically stable crystal. The optical difference $p^Ed^{\,t}$ has no such quadratic form. It mixes two different tensors, and its terms may have either sign and may cancel.

In a crystal with a centre of inversion, reversing all axes reverses $E$ but leaves $B$ and $S$ unchanged. So $r^T$, $r^S$ and $d$ all vanish, and the identity reads $0=0$.

**Q.** And where does it stop being true?

**A.** It is a statement about first derivatives. At large fields, terms in $E^2$, $ES$ and $S^2$ enter, and a constant $r$ no longer describes the response. If domains switch, $B$ is not a single-valued function of $E$ and $S$, and the first step fails. If strain or field varies through the sample, the relation between differentials holds locally, provided that the gradients have no effect of their own, but the average of $S$ need not be $dE$, as the bar showed.

Temperature needs care as well. I held it constant in all four tensors. One may hold the entropy constant instead, because the chain rule works with any further variable that is kept fixed throughout. Mixing isothermal and adiabatic tensors would leave out a term. Finally, "free" must mean that every stress component vanishes. A film on a substrate does not satisfy this.

## Part 2. A ferroelectric model and the bonded film

**Q.** Before going on, which symbols and results are we carrying over?

**A.** $B$ is the relative optical impermeability, $E$ the slow field, $P$ the polarization, $D=\varepsilon_0E+P$, $S$ the strain and $T$ the stress, with Voigt indices 1 to 6 and engineering shears such as $S_5=2S_{13}$. The free and clamped Pockels coefficients are $r^T$ and $r^S$. The tensor $p^E$ is $\partial B/\partial S$ at constant $E$, $d$ is $\partial S/\partial E$ at constant $T$, and $e$ is $\partial P/\partial S$ at constant $E$. In axes that turn with the material,

$$r^T=r^S+p^Ed^{\,t},\qquad p^D=p^E-r^S(\varepsilon^S)^{-1}e,\qquad \varepsilon^T-\varepsilon^S=e\,d^{\,t}.$$

**Q.** A chain rule is hard to doubt but also hard to picture. Can you show a crystal in which the free coefficient is found without using the identity?

So far we have shown that the free and clamped Pockels coefficients differ by $p^Ed^{\,t}$, provided the photoelastic tensor is taken at constant field. What remains is to check this in a model ferroelectric whose free coefficient can be found directly, and to treat a film bonded to a substrate, which is not free.
